# Sampling a defect band in a simple-cubic supercell

**The problem.** A point defect is modelled in a periodically repeated cubic supercell of edge $L$, so its copies form a simple-cubic lattice. Copy $\mathbf n=(n_x,n_y,n_z)$, with integer components, carries one non-degenerate orbital $|\mathbf n\rangle$. Unless stated otherwise, the orbitals are orthonormal and

$$
\langle\mathbf n|H|\mathbf n\rangle=E_0,\qquad
\langle\mathbf n|H|\mathbf n+\mathbf d\rangle=t ,
$$

where $\mathbf d$ is any of the six vectors $(\pm1,0,0),(0,\pm1,0),(0,0,\pm1)$. All other matrix elements vanish. The hopping $t$ is real, and $E_0$ is taken to be the level of the isolated defect. Wavevectors are given as fractions of the supercell's reciprocal vectors, each of length $2\pi/L$.

## (a) The band and three of its points

*Derive $E(\mathbf k)$. Evaluate it at $\Gamma=(0,0,0)$, at the zone corner $(\tfrac12,\tfrac12,\tfrac12)$ and at $\mathbf k^*=(\tfrac14,\tfrac14,\tfrac14)$. Explain the last value in terms of the amplitudes on neighbouring defects.*

**Answer.** Write $|\psi\rangle=\sum_{\mathbf n}c(\mathbf n)|\mathbf n\rangle$. Projecting $H|\psi\rangle=E|\psi\rangle$ onto $\langle\mathbf n|$ gives

$$
E\,c(\mathbf n)=E_0c(\mathbf n)+t\sum_{\mathbf d}c(\mathbf n+\mathbf d).
$$

Translation symmetry allows $c(\mathbf n)=e^{i\mathbf k\cdot\mathbf nL}$. Dividing by $c(\mathbf n)$,

$$
E(\mathbf k)=E_0+t\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf dL}
=E_0+t f(\mathbf k),
$$

$$
f(\mathbf k)=2\left[\cos(k_xL)+\cos(k_yL)+\cos(k_zL)\right],
$$

because the two neighbours on each axis contribute $e^{ik_iL}+e^{-ik_iL}=2\cos(k_iL)$.

At $\Gamma$ every cosine is $1$, so $E=E_0+6t$. At the corner $k_iL=\pi$, every cosine is $-1$, and $E=E_0-6t$. At $\mathbf k^*$,

$$
k_iL=\frac14\,\frac{2\pi}{L}\,L=\frac{\pi}{2},\qquad
\cos\frac{\pi}{2}=0,\qquad E(\mathbf k^*)=E_0 .
$$

This holds for every value of $t$ in the stated model; no expansion in small $t$ was made.

The amplitudes at $\mathbf k^*$ are $c(\mathbf n)=i^{\,n_x+n_y+n_z}$. Relative to a given defect, its two neighbours on one axis have amplitudes $+i$ and $-i$. Their contributions $it$ and $-it$ cancel. The orbitals are still coupled, but the net effect of the copies on each site is zero.

The point is not an energy extremum. For a small displacement $\delta\mathbf k$, $\cos(\pi/2+\delta k_iL)\simeq-\delta k_iL$, so

$$
E-E_0\simeq-2tL(\delta k_x+\delta k_y+\delta k_z).
$$

An error in the wavevector therefore enters at first order, unless its three components sum to zero.

## (b) Unequal hoppings and other points

*Let the hoppings along the axes be $t_x,t_y,t_z$. Does the result survive? Compare $\mathbf k^*$ with $(\tfrac12,0,\tfrac14)$.*

**Answer.** The band is now

$$
E=E_0+2t_x\cos(k_xL)+2t_y\cos(k_yL)+2t_z\cos(k_zL).
$$

At $\mathbf k^*$ each term vanishes separately, so $E=E_0$ again.

At $(\tfrac12,0,\tfrac14)$ the cosines are $-1,1,0$, and

$$
E=E_0+2(t_y-t_x).
$$

This equals $E_0$ for equal hoppings but not for $t_x\ne t_y$. Thus $\mathbf k^*$ is not the unique point with energy $E_0$ in the isotropic model; its advantage is that it needs no cancellation between different axes.

## (c) Overlapping orbitals

*Let nearest neighbours have overlap $s$ and Hamiltonian element $h$, both real. Find the band, and expand it to second order in $f$. What does the second-order term look like in real space?*

**Answer.** Projection now leaves overlap terms on the energy side:

$$
E_0+hf=E(1+sf),\qquad E=\frac{E_0+hf}{1+sf}.
$$

Subtracting $E_0$,

$$
E-E_0=\frac{E_0+hf-E_0-E_0sf}{1+sf}
=\frac{t'f}{1+sf},\qquad t'=h-E_0s .
$$

Since $f(\mathbf k^*)=0$, the energy is still $E_0$. For the orbitals to form a valid basis, $1+sf>0$ must hold throughout the zone, so that the overlap matrix is positive definite.

For $|sf|\ll1$, $(1+sf)^{-1}\simeq1-sf$, giving

$$
E-E_0\simeq t'f-st'f^2 .
$$

The square of $f$ is a sum over two successive steps $\mathbf d,\mathbf d'$. Of the 36 pairs, 6 return to the start, 6 reach the six $(2,0,0)$ neighbours once each, and 24 reach the twelve $(1,1,0)$ neighbours twice each. The second-order term therefore contains an apparent on-site shift $-6st'$ and an apparent $(2,0,0)$ hopping $-st'$. At $\mathbf k^*$ a double step along an axis has phase $e^{i\pi}=-1$, so these two pieces give

$$
-6st'+6(-1)(-st')=0 .
$$

The $(1,1,0)$ pieces cancel among themselves. An on-site shift read from a band need not, therefore, appear as an error at $\mathbf k^*$.

## (d) Longer hops

*Return to orthonormal orbitals and allow real hoppings $t(\mathbf n)$ of any range, unchanged when any component of $\mathbf n$ changes sign. Which survive at $\mathbf k^*$?*

**Answer.** Because reversing a component leaves $t(\mathbf n)$ unchanged, the phase factor may be averaged over both signs of each component:

$$
e^{i\pi(n_x+n_y+n_z)/2}\longrightarrow
\cos\frac{\pi n_x}{2}\cos\frac{\pi n_y}{2}\cos\frac{\pi n_z}{2}.
$$

If any component is odd, its cosine is zero. The shells $(1,0,0)$, $(1,1,0)$ and $(1,1,1)$ all drop out. Displacements $\mathbf n=2\mathbf m$ survive with sign $(-1)^{m_x+m_y+m_z}$:

$$
E(\mathbf k^*)=E_0+\sum_{\mathbf m\ne0}(-1)^{m_x+m_y+m_z}\,t(2\mathbf m).
$$

The nearest surviving shell has six members at distance $2L$. It contributes $-2[t(2,0,0)+t(0,2,0)+t(0,0,2)]$, which is $-6t_4$ with $t_4=t(2,0,0)$ when the three axes are equivalent.

The reflection condition matters. Suppose a distortion along $[111]$ makes the hopping $t_a$ for $\pm(1,1,0)$ and $t_b$ for $\pm(1,-1,0)$, with the same values in the other two coordinate planes. The phases are $-1$ and $+1$, so each plane contributes $2(t_b-t_a)$, and the second shell returns with $6(t_b-t_a)$. Real nearest-neighbour hopping still cancels, because Hermiticity makes it equal for $\mathbf d$ and $-\mathbf d$.

## (e) Two ways to lose the result

*First, let the hopping to the neighbour in each positive direction be $|t|e^{i\varphi}$. Second, let the fraction $\tfrac14$ be applied to the host's reciprocal vector $2\pi/a$ when $L=2a$.*

**Answer.** Hermiticity makes the hopping in the negative direction $|t|e^{-i\varphi}$. Each axis gives

$$
|t|\left[e^{i(k_iL+\varphi)}+e^{-i(k_iL+\varphi)}\right]
=2|t|\cos(k_iL+\varphi).
$$

At $k_iL=\pi/2$ this is $-2|t|\sin\varphi$, hence $E(\mathbf k^*)=E_0-6|t|\sin\varphi$. At $-\mathbf k^*$ the sign reverses, so the mean of the two energies is $E_0$.

In the second case $k_iL=\tfrac14(2\pi/a)(2a)=\pi$. This is the zone corner, where the error is $-6t$, as large in magnitude as at $\Gamma$.

## (f) A numerical case

*A localised level with the rough depth of a neutral deep donor in diamond is modelled by a Gaussian well $-V_0\exp(-r^2/2w^2)$ with $w=0.10$ nm and effective mass $0.5$ electron masses. The choice $V_0=19.55$ eV puts the isolated level at $-1.700$ eV from the host band edge. The host constant is $a=0.357$ nm. Solving the periodic array of wells in plane waves, without assuming tight binding, gives these errors relative to the isolated level:*

| Cell | $L$ (nm) | $\Gamma$ (meV) | $\mathbf k^*$ (meV) |
|---|---:|---:|---:|
| 64 atoms | 0.714 | −538 | −2.3 |
| 216 atoms | 1.071 | −73 | 0.07 |

*For 64 atoms, Fourier analysis of the band on a $4\times4\times4$ mesh gives $t_1=-87.9$ meV for nearest neighbours, $t_4=4.18$ meV and an on-site shift of $23.2$ meV. Interpret the errors.*

**Answer.** The nearest-neighbour model predicts, for 64 atoms,

$$
E(\Gamma)-E_0=6t_1=6(-87.91)\ \text{meV}=-527\ \text{meV},
$$

close to the $-538$ meV of the full array. At the corner it predicts $+527$ meV, while the array gives $+498$ meV. The unequal magnitudes alone could come from a shifted band centre. A nearest-neighbour band with these two values, however, would have an error of $(-538+498)/2=-20$ meV at $\mathbf k^*$, not the $-2.3$ meV found, so longer hops are present too.

At $\mathbf k^*$ the error has three parts:

$$
23.24-6(4.177)-0.44=-2.3\ \text{meV}.
$$

They are the on-site shift, the $(2,0,0)$ shell and the remaining longer hops. On this mesh, hops differing by four cells along an axis are indistinguishable, so the separation is that of the mesh coefficients.

The small total is thus not due to small individual terms: two contributions of over 20 meV nearly cancel. Part (c) suggests a reason. To second order, overlap alone would make the on-site shift six times the $(2,0,0)$ hopping; here $23.24/6=3.9$ meV, against $t_4=4.2$ meV. The signs also agree, since $-st'$ is positive for $t'<0$ and $s>0$. The $(1,1,0)$ hopping, however, does not fit overlap alone. Two paths reach each such neighbour, so part (c) would give it $-2st'$. If the $(2,0,0)$ hopping came from overlap alone, this would be about $+8$ meV, whereas the mesh coefficient is $-5.9$ meV. Other contributions, such as direct hops, must therefore matter for that shell. Direct hops and the attraction of neighbouring wells also enter the $(2,0,0)$ and on-site terms, and they are not small. For the isolated orbital of this well, $s\simeq0.081$ and $t'\simeq-93$ meV, so $-st'\simeq7.6$ meV, nearly twice $t_4$. Against this, the direct $(2,0,0)$ element of $H$, less $E_0$ times the overlap, is about $-3$ meV, and the neighbouring wells lower the on-site energy by about 16 meV. For the $(1,1,0)$ shell the direct element of about $-20$ meV outweighs $-2st'\simeq+15$ meV. The ratio near six is thus consistent with a contribution from overlap, but does not show that overlap causes the near-cancellation.

Going to 216 atoms, with the well and mass fixed, reduces the $\Gamma$ error by a factor of about 7. Even so, the smaller cell at $\mathbf k^*$ is closer to the isolated level than the larger cell at $\Gamma$.

## (g) The model beside a real defect

*Estimate the effects of host mass, conduction valleys and defect charge in the 64-atom cell. State what remains outside the model.*

**Answer.** The depth of 1.7 eV is a rough value typical of substitutional nitrogen in diamond. The root-mean-square radius of the bound state, however, is smaller than one host lattice constant, and its root-mean-square wavevector along each axis is comparable with the distance from a conduction valley to the zone boundary. An effective-mass description is not justified there, so the well is an illustration of a localised level, not a quantitative model of nitrogen. One isotropic mass is a further simplification. Keeping $w$ and the isolated level fixed and refitting $V_0$, a mass of $0.3$ gives errors of $-1123$ meV at $\Gamma$ and $11$ meV at $\mathbf k^*$; a mass of $1.4$ gives $-67$ and $-0.6$ meV. These rough transverse and longitudinal masses indicate sensitivity, not strict bounds.

Diamond has six conduction valleys, at roughly $k_0=0.76(2\pi/a)$ along the cube axes. For equal valley amplitudes, a common isotropic envelope and no intervalley terms in the hopping, translation by $L=2a$ along $x$ multiplies the hopping by the mean valley phase. Four valleys give $1$ and two give $e^{\pm ik_0L}$:

$$
\frac{4+2\cos(k_0L)}{6}=0.336 .
$$

This estimate reduces $|t_1|$ to about 30 meV. The factor is real, so the nearest-neighbour term still cancels at $\mathbf k^*$ as long as the valley amplitudes stay equal. This requires valley coupling at each defect to separate the equal-amplitude state from the other valley states by much more than the hopping energies; otherwise the amplitudes can change with $\mathbf k$ and an error returns. The on-site and longer-range terms behind the small residual in part (f) would also change, and are not estimated here.

Charge is more serious. For a defect of charge $+e$ with a uniform neutralising background, the potential of the images and background at the defect raises the electron level by

$$
\Delta E=\frac{2.837\,e^2}{4\pi\varepsilon_0\varepsilon_rL}\simeq1.0\ \text{eV},
\qquad \varepsilon_r=5.7 .
$$

The number 2.837 is the lattice sum for a simple-cubic array of point charges, with the average potential set to zero. A macroscopic permittivity is only a rough guide at this distance. This estimate also neglects the variation of the potential across the bound state. The shift is then independent of $\mathbf k$: it changes $E_0$ itself, so sampling at $\mathbf k^*$ does not remove it, and a separate electrostatic correction is needed.

Substitutional nitrogen also relaxes off its lattice site along a $\langle111\rangle$ direction. Let $t_b$ be the hopping for second-shell displacements perpendicular to that direction, and $t_a$ the hopping for the others. By part (d), each 1 meV of difference $t_b-t_a$ then adds 6 meV at $\mathbf k^*$ if the direction is $[111]$. For the other three $\langle111\rangle$ axes the same sum gives $-2$ meV. The relaxation energy, electron interaction and full host band structure are not included. The millielectronvolt residual in part (f) is therefore the finite-cell error of the well model at one wavevector, not the accuracy of a predicted donor level. Denser sampling would not remove this error: the mesh average in part (f) lies 23 meV above the isolated level. The numerical output lists the band errors, mesh coefficients, valley factor and charge shift used here.

## Numbers as computed

```
INPUTS (rough diamond-like values; chosen well width)
host lattice constant a = 0.357 nm
isolated level from host band edge = -1.700 eV
effective mass / electron mass = 0.50
relative permittivity = 5.7
Gaussian well width = 0.10 nm
fitted Gaussian well depth = 19.552 eV
radial check of isolated level = -1.700000 eV
NEAREST-NEIGHBOUR LATTICE, 512 sites
hopping t1 = -87.91 meV
level at Gamma = -2.227481 eV
level at quarter point = -1.700000 eV
Gamma error 6*t1 = -527.48 meV
ARRAY OF WELLS, errors from isolated level
64-atom cell edge = 0.714 nm
64 atoms, Gamma = -538.30 meV
64 atoms, quarter point = -2.267 meV
64 atoms, zone corner = 497.76 meV
216-atom cell edge = 1.071 nm
216 atoms, Gamma = -73.08 meV
216 atoms, quarter point = 0.0691 meV
BAND COEFFICIENTS, 64-atom cell
on-site shift = 23.238 meV
t2 (110) = -5.906 meV
t3 (111) = -0.648 meV
t4 (200) = 4.177 meV
(200) contribution at quarter point = -25.062 meV
remaining longer-hop contribution = -0.443 meV
NEGLECTED EFFECTS, 64-atom cell
mass 0.3: Gamma error = -1123.03 meV
mass 0.3: quarter error = 11.157 meV
mass 1.4: Gamma error = -67.36 meV
mass 1.4: quarter error = -0.596 meV
rough valley position / (2pi/a) = 0.76
six-valley factor on t1 = 0.336
periodic-charge constant = -2.837297
level shift if charge is +e = 1.004 eV
thermal energy at 300 K = 25.85 meV
COMPLEX-HOPPING COUNTEREXAMPLE
hopping phase = 0.30 rad
error at +quarter point = -155.88 meV
error at -quarter point = 155.88 meV
```
